# Löwdin orthogonalization as the closest orthonormal set, independent of vector ordering: a numerical check

```python
"""Result under test: for X with linearly independent columns and S = X^H X,
L = X S^(-1/2) is the unique orthonormal set closest to X in Frobenius norm,
the squared distance is sum (sigma_i - 1)^2, and reordering the columns of X
only reorders the columns of L.
Symbols: X = U diag(sigma) V^H is the thin SVD; Q is any matrix with
orthonormal columns; GS means Gram-Schmidt. All quantities are dimensionless.
"""
from itertools import combinations, permutations
import numpy as np


def inverse_sqrt(S):
    """Positive definite inverse square root from the eigenvectors of S."""
    values, vectors = np.linalg.eigh(S)
    return (vectors / np.sqrt(values)) @ vectors.conj().T


def lowdin(X):
    return X @ inverse_sqrt(X.conj().T @ X)


def gram_schmidt(X):
    """Gram-Schmidt set, computed as QR with positive diagonal of R."""
    Q, R = np.linalg.qr(X)
    d = np.diag(R)
    return Q * (d / np.abs(d))


def dist2(X, Q):
    return np.sum(np.abs(X - Q) ** 2)


def rotation_search(X, Q, sweeps=1000):
    """Lower the distance from real X to Q by rotating Q in coordinate planes.

    Rotating rows i and j of Q by an angle t changes the squared distance as
    constant - 2 (a cos t + b sin t); the best angle is atan2(b, a).
    """
    Q = Q.copy()
    planes = list(combinations(range(X.shape[0]), 2))
    for _ in range(sweeps):
        for i, j in planes:
            a = Q[i] @ X[i] + Q[j] @ X[j]
            b = Q[i] @ X[j] - Q[j] @ X[i]
            angle = np.arctan2(b, a)
            c, s = np.cos(angle), np.sin(angle)
            row_i = c * Q[i] - s * Q[j]
            row_j = s * Q[i] + c * Q[j]
            Q[i], Q[j] = row_i, row_j
    return Q


def show(label, A):
    print(label)
    for row in np.atleast_2d(A):
        print("  " + " ".join(f"{round(float(a), 5) + 0.0:9.5f}" for a in row))


rng = np.random.default_rng(7)

# Worked example: three unit vectors as columns in four dimensions
X = np.array([[1.0, 0.0, 0.0, 0.0],
              [0.8, 0.6, 0.0, 0.0],
              [0.5, 0.5, 0.5, 0.5]]).T
m = X.shape[1]
S = X.T @ X
L = lowdin(X)
U, sigma, Vh = np.linalg.svd(X, full_matrices=False)
signs = np.where(Vh[:, 0] < 0, -1.0, 1.0)   # sign choice for display only
U, V = U * signs, Vh.T * signs
minimum_formula = np.sum((sigma - 1) ** 2)

assert np.allclose(L.T @ L, np.eye(m), atol=1e-12)
assert np.allclose(L, U @ V.T, atol=1e-12)
assert np.isclose(dist2(X, L), minimum_formula, atol=1e-12)
assert np.isclose(np.trace(L.T @ X), sigma.sum(), atol=1e-12)

# Search from random orthonormal triples, using neither S nor the SVD of X
search_values, search_deviations = [], []
for _ in range(4):
    Q_start = gram_schmidt(rng.normal(size=X.shape))
    Q_found = rotation_search(X, Q_start)
    search_values.append(dist2(X, Q_found))
    search_deviations.append(np.abs(Q_found - L).max())
    assert np.allclose(Q_found.T @ Q_found, np.eye(m), atol=1e-10)
    assert dist2(X, Q_start) > minimum_formula + 1e-3
    assert abs(search_values[-1] - minimum_formula) < 1e-10
    assert search_deviations[-1] < 1e-8

# Random complex data: SVD form, excess distance identity, unitary mixing


def random_complex(rows, cols):
    return rng.normal(size=(rows, cols)) + 1j * rng.normal(size=(rows, cols))


Xc = random_complex(6, 4)
Lc = lowdin(Xc)
Uc, sc, Vhc = np.linalg.svd(Xc, full_matrices=False)
assert np.allclose(Lc, Uc @ Vhc, atol=1e-10)
for trial in range(200):
    noise = random_complex(6, 4)
    Q = gram_schmidt(noise if trial % 2 else Lc + 0.01 * noise)
    excess = dist2(Xc, Q) - dist2(Xc, Lc)
    terms = sc * np.sum(np.abs(Q @ Vhc.conj().T - Uc) ** 2, axis=0)
    assert excess > 0
    assert np.isclose(excess, terms.sum(), rtol=1e-8, atol=1e-10)
W = gram_schmidt(random_complex(4, 4))
assert np.allclose(lowdin(Xc @ W), Lc @ W, atol=1e-10)

# All input orders; outputs are put back beside their parent vectors
order_rows, gs_sets = [], []
for order in permutations(range(m)):
    order = list(order)
    L_back, G_back = np.empty_like(X), np.empty_like(X)
    L_back[:, order] = lowdin(X[:, order])
    G_back[:, order] = gram_schmidt(X[:, order])
    assert np.allclose(L_back, L, atol=1e-12)
    assert dist2(X, G_back) > dist2(X, L) + 1e-3
    gs_sets.append(G_back)
    order_rows.append((order, dist2(X, L_back), dist2(X, G_back)))
gs_change = min(np.abs(A - B).max() for A, B in combinations(gs_sets, 2))
assert gs_change > 1e-2

# Excess distance of the Gram-Schmidt set in the original order
G = gs_sets[0]
gs_terms = sigma * np.sum((G @ V - U) ** 2, axis=0)
gs_excess = dist2(X, G) - dist2(X, L)
assert np.isclose(gs_terms.sum(), gs_excess, atol=1e-12)

# Orthogonal inputs of unequal length: the two methods agree
X_orthogonal = G * np.array([2.0, 0.5, 1.5])
assert np.allclose(lowdin(X_orthogonal), gram_schmidt(X_orthogonal), atol=1e-12)

# Doubling the first input changes the Lowdin set, but not the GS set
X_scaled = X * np.array([2.0, 1.0, 1.0])
scale_change = np.abs(lowdin(X_scaled) - L).max()
gs_scale_change = np.abs(gram_schmidt(X_scaled) - G).max()
assert scale_change > 1e-2 and gs_scale_change < 1e-12

# Linearly dependent inputs: two different sets at the same distance
X_dep = np.column_stack([X[:, 0], X[:, 1], X[:, 0] + X[:, 1]])
Ud, sd, Vhd = np.linalg.svd(X_dep, full_matrices=False)
Q_plus = Ud @ Vhd
Q_minus = (Ud * np.array([1.0, 1.0, -1.0])) @ Vhd
assert sd[-1] < 1e-12
assert np.abs(Q_plus - Q_minus).max() > 0.1
assert np.isclose(dist2(X_dep, Q_plus), dist2(X_dep, Q_minus), atol=1e-12)

print("All quantities are dimensionless; vectors are columns")
show("X:", X)
show("S:", S)
show("singular values sigma:", sigma)
show("U:", U)
show("V:", V)
show("S^(-1/2):", inverse_sqrt(S))
show("Lowdin set L:", L)
show("displacement |x_j - l_j|:", np.linalg.norm(X - L, axis=0))
print(f"sum of sigma = {sigma.sum():.6f}, tr(L^T X) = {np.trace(L.T @ X):.6f}")
print(f"minimum squared distance, formula: {minimum_formula:.6f}")
print(f"squared distance of L, direct:     {dist2(X, L):.6f}")
print(f"squared distance, rotation search: {max(search_values):.6f}")
print(f"largest entry difference, search vs L: {max(search_deviations):.1e}")
print("input order: squared distance Lowdin, GS")
for order, d_low, d_gs in order_rows:
    print(f"  {[k + 1 for k in order]}: {d_low:.6f}, {d_gs:.6f}")
print(f"smallest max-entry change between GS orders: {gs_change:.4f}")
show("GS order 1,2,3: terms sigma_i |Q v_i - u_i|^2:", gs_terms)
print(f"their sum {gs_terms.sum():.6f}, direct excess {gs_excess:.6f}")
print(f"x_1 doubled: max entry change of L = {scale_change:.4f}")
print(f"dependent set (x1, x2, x1+x2): two closest sets at "
      f"{dist2(X_dep, Q_plus):.6f}, {dist2(X_dep, Q_minus):.6f}")
print("success")
```

It prints:

```
All quantities are dimensionless; vectors are columns
X:
    1.00000   0.80000   0.50000
    0.00000   0.60000   0.50000
    0.00000   0.00000   0.50000
    0.00000   0.00000   0.50000
S:
    1.00000   0.80000   0.50000
    0.80000   1.00000   0.70000
    0.50000   0.70000   1.00000
singular values sigma:
    1.52996   0.71260   0.38915
U:
    0.87336   0.43885   0.21132
    0.41907  -0.45591  -0.78519
    0.17553  -0.54752   0.41160
    0.17553  -0.54752   0.41160
V:
    0.57084   0.61584   0.54303
    0.62102   0.10880  -0.77621
    0.53710  -0.78032   0.32034
S^(-1/2):
    1.50297  -0.75742  -0.02696
   -0.75742   1.81694  -0.54009
   -0.02696  -0.54009   1.30674
Lowdin set L:
    0.88356   0.42609   0.19434
   -0.46793   0.82012   0.32931
   -0.01348  -0.27005   0.65337
   -0.01348  -0.27005   0.65337
displacement |x_j - l_j|:
    0.48258   0.57802   0.41184
sum of sigma = 2.631701, tr(L^T X) = 2.631701
minimum squared distance, formula: 0.736599
squared distance of L, direct:     0.736599
squared distance, rotation search: 0.736599
largest entry difference, search vs L: 1.2e-15
input order: squared distance Lowdin, GS
  [1, 2, 3]: 0.736599, 1.385786
  [1, 3, 2]: 0.736599, 1.288153
  [2, 1, 3]: 0.736599, 1.385786
  [2, 3, 1]: 0.736599, 1.383537
  [3, 1, 2]: 0.736599, 1.288153
  [3, 2, 1]: 0.736599, 1.383537
smallest max-entry change between GS orders: 0.1120
GS order 1,2,3: terms sigma_i |Q v_i - u_i|^2:
    0.33008   0.24960   0.06951
their sum 0.649188, direct excess 0.649188
x_1 doubled: max entry change of L = 0.1503
dependent set (x1, x2, x1+x2): two closest sets at 3.057993, 3.057993
success
```
